# One-electron transmission through a wide-band level coupled to a vibration

## What dimensions and symmetry fix

An electron of energy \(E\) crosses a level of energy \(\varepsilon_0\) between two leads. While it occupies the level, it pushes on a vibration of frequency \(\omega\) with coupling strength \(\lambda\). The leads give the level widths \(\Gamma_L\) and \(\Gamma_R\), with \(\Gamma=\Gamma_L+\Gamma_R\). With \(\hbar=1\), all these quantities are energies, whereas the transmission \(T\) is a pure number.

If the leads have no band edges, moving \(E\) and \(\varepsilon_0\) together changes nothing, so \(T\) depends on \(E-\varepsilon_0\). Reversing the vibrational coordinate changes \(\lambda\) into \(-\lambda\) and multiplies each number state by a sign. Probabilities between number states therefore depend on \(\lambda^2\). Hence

\[
T=F\!\left(\frac{E-\varepsilon_0}{\Gamma},\,g,\,\frac{\omega}{\Gamma},\,\frac{\Gamma_L}{\Gamma}\right),\qquad g=\frac{\lambda^2}{\omega^2}.
\]

The electron enters once from the left and leaves once to the right, which suggests a factor \(\Gamma_L\Gamma_R\). The area under \(T(E)\) is an energy. If the remaining factor does not depend on how \(\Gamma\) is divided between the leads, the area reads

\[
\int T\,dE=\frac{\Gamma_L\Gamma_R}{\Gamma}\,C(g,\omega/\Gamma).
\]

Dimensions cannot determine \(C\). The derivation gives \(C=2\pi\), whatever the coupling.

## Model and assumptions

The Hamiltonian, without the constant zero-point energy, is

\[
H=\varepsilon_0d^\dagger d+\omega a^\dagger a+\lambda d^\dagger d(a+a^\dagger)
+\sum_{\alpha k}\varepsilon_{\alpha k}c^\dagger_{\alpha k}c_{\alpha k}
+\sum_{\alpha k}(V_{\alpha k}c^\dagger_{\alpha k}d+\text{h.c.}),
\]

where \(\alpha=L,R\). There is one spinless electron and no Fermi sea. Each lead has one propagating mode, there is no direct path between the leads, and the vibration is undamped. The widths are

\[
\Gamma_\alpha(\varepsilon)=2\pi\sum_k|V_{\alpha k}|^2\delta(\varepsilon-\varepsilon_{\alpha k}).
\]

In the wide-band limit they are constants. With the electron on the level, the vibration is governed by

\[
h=\varepsilon_0+\omega a^\dagger a+\lambda(a+a^\dagger).
\]

## Eliminating the leads

Let the vibration start in the number state \(|n\rangle\). If it ends in \(|m\rangle\), energy conservation gives the outgoing electron the energy \(E_m=E+(n-m)\omega\). Write \(\psi_{\alpha k,m}\) and \(d_m\) for the amplitudes in the leads and on the level. The stationary Schrödinger equation is

\[
(E_m-\varepsilon_{\alpha k})\psi_{\alpha k,m}=V_{\alpha k}d_m,
\]
\[
(E+n\omega)d_m-\sum_{m'}h_{mm'}d_{m'}=\sum_{\alpha k}V^*_{\alpha k}\psi_{\alpha k,m}.
\]

With an electron incident in the left-lead state \(q\), the outgoing solution of the first equation is

\[
\psi_{\alpha k,m}=\delta_{\alpha L}\delta_{kq}\delta_{mn}+\frac{V_{\alpha k}d_m}{E_m-\varepsilon_{\alpha k}+i0}.
\]

Substitution into the second gives

\[
\sum_{m'}\left[(E+n\omega-\Sigma(E_m))\delta_{mm'}-h_{mm'}\right]d_{m'}=V^*_{Lq}\delta_{mn},
\]
\[
\Sigma(E_m)=\int\frac{d\varepsilon}{2\pi}\frac{\Gamma(\varepsilon)}{E_m-\varepsilon+i0}.
\]

For constant \(\Gamma\) in a band from \(-D\) to \(D\), the real part is \((\Gamma/2\pi)\ln|(E_m+D)/(E_m-D)|\), which vanishes as \(D\to\infty\). The imaginary part is \(-\Gamma/2\). Thus \(\Sigma=-i\Gamma/2\) in every vibrational channel: it is a multiple of the unit operator and commutes with \(h\). This is the step that makes the problem solvable in closed form. The level amplitudes are

\[
d_m=V^*_{Lq}\langle m|\mathcal G_n(E)|n\rangle,\qquad
\mathcal G_n(E)=\left[E+n\omega-h+i\Gamma/2\right]^{-1}.
\]

## From amplitude to transmission

The probability current into the right lead in channel \(m\) follows from the time-dependent equation for \(\psi_{Rk,m}\):

\[
J_m=\sum_k2\,\mathrm{Im}(\psi^*_{Rk,m}V_{Rk}d_m)
=|d_m|^2\sum_k2\pi|V_{Rk}|^2\delta(E_m-\varepsilon_{Rk})=\Gamma_R|d_m|^2.
\]

The conjugate denominator \(E_m-\varepsilon_{Rk}-i0\) supplies the positive imaginary part.

The incident current needs the normalisation of the lead state. In a lead of length \(\ell\), an electron of speed \(v\) strikes the end at the rate \(v/(2\ell)\). Standing waves have wave numbers spaced by \(\pi/\ell\), so their energy spacing is \(v\pi/\ell=1/\rho_L\), with \(\rho_L\) the density of states. The incident rate is therefore \(1/(2\pi\rho_L)\). Dividing \(J_m\) by it and using \(\Gamma_L=2\pi\rho_L|V_{Lq}|^2\), we find

\[
T_{mn}(E)=\Gamma_L\Gamma_R|\langle m|\mathcal G_n(E)|n\rangle|^2.
\]

The transmission resolved in the final electron energy \(E'\) is \(\sum_mT_{mn}(E)\,\delta(E'-E-(n-m)\omega)\). What follows concerns its integral over \(E'\), \(T_n=\sum_mT_{mn}\), and its separate channels.

## The displaced oscillator and its Poisson weights

Set \(s=\lambda/\omega\), so that \(g=s^2\), and define \(b=a+s\). Since

\[
\omega b^\dagger b=\omega a^\dagger a+\lambda(a+a^\dagger)+g\omega,
\]

we have \(h=\varepsilon_0-g\omega+\omega b^\dagger b\). The shifted operator \(b\) obeys the same commutation relation as \(a\), so the eigenvalues are

\[
\varepsilon_l=\varepsilon_0-g\omega+l\omega,\qquad l=0,1,2,\ldots
\]

with displaced number states \(|\tilde l\rangle\). The lowest eigenvalue is written \(\varepsilon_{l=0}=\varepsilon_0-g\omega\), because \(\varepsilon_0\) always denotes the bare level. With the electron on the level, the coupling lowers the ground energy by the polaron shift \(g\omega\).

The undisplaced vacuum obeys \(a|0\rangle=0\), hence \(b|0\rangle=s|0\rangle\). Taking the product with \(\langle\widetilde{l-1}|\) gives

\[
\sqrt l\,\langle\tilde l|0\rangle=s\langle\widetilde{l-1}|0\rangle
\quad\Rightarrow\quad
\langle\tilde l|0\rangle=\frac{s^l}{\sqrt{l!}}\langle\tilde0|0\rangle.
\]

Normalisation requires \(|\langle\tilde0|0\rangle|^2e^g=1\). The weights are therefore

\[
p_l=|\langle\tilde l|0\rangle|^2=e^{-g}\frac{g^l}{l!}.
\]

## The total transmission

For a vibration initially in its ground state, completeness of the final states \(|m\rangle\) gives

\[
T_0(E)=\Gamma_L\Gamma_R\langle0|\mathcal G_0^\dagger\mathcal G_0|0\rangle
=\Gamma_L\Gamma_R\sum_{l=0}^{\infty}\frac{p_l}{(E-\varepsilon_l)^2+\Gamma^2/4}.
\]

The operator \(\mathcal G_0^\dagger\mathcal G_0\) is diagonal in the displaced states, so interference between different \(l\) disappears from the sum over channels. It remains in a single channel: the elastic transmission is

\[
T_{00}(E)=\Gamma_L\Gamma_R\left|\sum_l\frac{p_l}{E-\varepsilon_l+i\Gamma/2}\right|^2.
\]

The sidebands of \(T_0\) label vibrational states of the occupied level. They do not count the phonons left behind. At \(\lambda=0\), only \(p_0=1\) survives and the Breit–Wigner line returns.

Each Lorentzian has the area \(2\pi/\Gamma\), and the weights sum to one. Thus

\[
\int_{-\infty}^{\infty}T_0(E)\,dE=\frac{2\pi\Gamma_L\Gamma_R}{\Gamma}.
\]

The coupling redistributes transmission over energy without changing its area. The mean sideband position is also fixed, because the Poisson mean is \(g\):

\[
\sum_lp_l\varepsilon_l=\varepsilon_0-g\omega+g\omega=\varepsilon_0.
\]

This is a mean of line positions. The first moment of \(T_0\) itself does not converge absolutely, because of the Lorentzian tails.

## Slow vibration: a second limit

The variance of the sideband positions is \(g\omega^2=\lambda^2\). Let \(\omega\to0\) at fixed \(\lambda\), so that \(g\) grows. The \(r\)-th cumulant of the positions, for \(r\ge2\), is \(g\omega^r=\lambda^2\omega^{r-2}\), which vanishes for \(r>2\). The weights become a Gaussian of standard deviation \(|\lambda|\) centred at \(\varepsilon_0\), and \(T_0\) becomes a Breit–Wigner line averaged over it. The electron then sees a nearly static level whose energy varies with the vibrational coordinate. If also \(|\lambda|\ll\Gamma\), the average has little effect and one line centred near \(\varepsilon_0\) remains.

## How many phonons are left behind?

The resolvent is a time integral:

\[
\mathcal G_0(E)=-i\int_0^\infty dt\,e^{iEt-\Gamma t/2}e^{-iht}.
\]

Parseval's theorem turns the energy integral for channel \(m\) into

\[
\int T_{m0}\,dE=2\pi\Gamma_L\Gamma_R\int_0^\infty dt\,e^{-\Gamma t}|\langle m|e^{-iht}|0\rangle|^2.
\]

Since \(|0\rangle\) is an eigenstate of \(b\) with eigenvalue \(s\), evolution changes that eigenvalue to \(se^{-i\omega t}\). The eigenvalue of \(a=b-s\) is then \(s(e^{-i\omega t}-1)\). The number distribution is again Poisson, with mean \(\mu(t)=2g(1-\cos\omega t)\). Division by the total area gives the share of channel \(m\) among electrons transmitted from a flux spread evenly over all incident energies, not the share at one \(E\):

\[
P_m=\int_0^\infty dt\,\Gamma e^{-\Gamma t}\,e^{-\mu(t)}\frac{\mu(t)^m}{m!}.
\]

It is an average of Poisson distributions over an exponential dwell time, and is generally not itself Poisson. Its mean is

\[
\langle m\rangle=2g\left(1-\frac{\Gamma^2}{\Gamma^2+\omega^2}\right)=\frac{2g\omega^2}{\omega^2+\Gamma^2}.
\]

For \(\Gamma\gg\omega\) this tends to \(2\lambda^2/\Gamma^2\): the electron leaves before the oscillator has moved far. For \(\Gamma\ll\omega\) it tends to \(2g\), the average of \(\mu\) over many oscillations.

For the elastic share, insert \(\langle0|e^{-iht}|0\rangle=\sum_lp_le^{-i\varepsilon_lt}\). The terms \((l,l')\) and \((l',l)\) combine to a real sum:

\[
P_0=\sum_{l,l'}p_lp_{l'}\frac{\Gamma^2}{\Gamma^2+(l-l')^2\omega^2}.
\]

The terms with \(l\ne l'\) are the interference that the sum over all channels removes.

## A vibration at finite temperature

Let the initial number states have Boltzmann weights \(w_n\) and mean occupation \(N=1/(e^{\omega/k_BT_v}-1)\), where \(T_v\) is the vibrational temperature. From \(\mathcal G_n^{-1}-(\mathcal G_n^\dagger)^{-1}=i\Gamma\) follows \(\mathcal G_n^\dagger-\mathcal G_n=i\Gamma\mathcal G_n^\dagger\mathcal G_n\). The summed transmission is therefore

\[
T_{\rm th}(E)=-\frac{2\Gamma_L\Gamma_R}{\Gamma}\,\mathrm{Im}\sum_nw_n\langle n|\mathcal G_n|n\rangle,
\]
\[
\sum_nw_n\langle n|\mathcal G_n|n\rangle=-i\int_0^\infty dt\,e^{iEt-\Gamma t/2}C(t),\quad
C(t)=\langle e^{i\omega a^\dagger at}e^{-iht}\rangle.
\]

Let \(D(\gamma)=e^{\gamma a^\dagger-\gamma^*a}\). Then \(b=D^\dagger(s)aD(s)\), and

\[
C(t)=e^{-i\varepsilon_{l=0}t}\langle D(-se^{i\omega t})D(s)\rangle
=e^{-i\varepsilon_{l=0}t-ig\sin\omega t}\langle D(\gamma)\rangle,
\]

where \(\gamma=s(1-e^{i\omega t})\). The extra phase comes from \(D(\alpha)D(\beta)=e^{(\alpha\beta^*-\alpha^*\beta)/2}D(\alpha+\beta)\).

To average \(D(\gamma)\), write the thermal state as a mixture of coherent states \(|\alpha\rangle\) with density \(e^{-|\alpha|^2/N}/(\pi N)\). The phase average removes off-diagonal number elements. With \(x=|\alpha|^2\), the diagonal ones are

\[
\int_0^\infty\frac{dx}{N}e^{-x/N}e^{-x}\frac{x^n}{n!}=\frac{N^n}{(N+1)^{n+1}}=w_n,
\]

as required. In one coherent state, \(\langle D(\gamma)\rangle=e^{-|\gamma|^2/2}e^{\gamma\alpha^*-\gamma^*\alpha}\). The second factor is a phase, linear in a Gaussian variable of variance \(N/2\) with coefficient \(2|\gamma|\), so its average is \(e^{-N|\gamma|^2}\). Using \(|\gamma|^2=2g(1-\cos\omega t)\), we obtain

\[
C(t)=e^{-i\varepsilon_{l=0}t}\exp\{-g[2N+1-(N+1)e^{-i\omega t}-Ne^{i\omega t}]\}.
\]

Expanding the two oscillating exponentials produces independent Poisson numbers \(X\) and \(Y\), with means \(g(N+1)\) and \(gN\), and the factor \(e^{-i(X-Y)\omega t}\). Hence

\[
T_{\rm th}(E)=\Gamma_L\Gamma_R\sum_{k=-\infty}^{\infty}\frac{W_k}{(E-\varepsilon_0+g\omega-k\omega)^2+\Gamma^2/4},
\]

where \(W_k\) is the probability that \(X-Y=k\). These weights are Poisson at \(N=0\), not at finite temperature. They still sum to one, so the area is unchanged. The mean of \(X-Y\) is \(g\), so the mean position is still \(\varepsilon_0\). For \(k\ge0\), exchanging \(X\) and \(Y\) replaces \([g(N+1)]^k\) by \((gN)^k\) in every term, which gives \(W_{-k}/W_k=[N/(N+1)]^k=e^{-k\omega/k_BT_v}\).

## Worked example

Take the round model values, in millihartree (mHa), \(\varepsilon_0=5\), \(\omega=2\), \(\lambda=1.6\), \(\Gamma_L=0.2\) and \(\Gamma_R=0.3\). Then \(\Gamma=0.5\) mHa, \(g=(1.6/2)^2=0.64\), and the first peak lies at \(5-0.64\times2=3.72\) mHa. The quantum \(\omega\) is 54.4 meV.

Without coupling the peak transmission is \(4\times0.06/0.25=0.96\). At 3.72 mHa the coupled system has \(p_0=0.527\). This line contributes \(0.527\times0.96=0.506\), and the tail of the next adds \(0.06\times0.337/(4+0.0625)=0.005\). With the smaller tails, the total is 0.512. Of this, 0.275 is elastic and 0.237 inelastic.

| \(l\) | \(E\) (mHa) | \(p_l\) | \(T_0\) | elastic |
|---|---|---|---|---|
| 0 | 3.72 | 0.527 | 0.512 | 0.275 |
| 1 | 5.72 | 0.337 | 0.333 | 0.118 |
| 2 | 7.72 | 0.108 | 0.111 | 0.018 |
| 4 | 11.72 | 0.0037 | 0.0053 | 0.0016 |

An isolated line would have elastic transmission \(0.96p_l^2\). This gives 0.267 for \(l=0\), near the tabulated value, but only \(1.3\times10^{-5}\) for \(l=4\). There the tails of the stronger lines dominate: the sum of \(p_l/(E-\varepsilon_l+i\Gamma/2)\) is about \(0.160-0.022i\) per mHa, and \(0.06(0.160^2+0.022^2)=0.0016\).

The area is \(2\pi\times0.06/0.5=0.754\) mHa, or 20.5 meV. Energy quadrature gives this value for \(\lambda=0\), 1.6 and 4 mHa, while the elastic part falls from 0.754 to 0.326 and 0.124 mHa.

At \(\lambda=1.6\) mHa the elastic share is \(0.326/0.754=0.432\). The diagonal terms of \(P_0\) give \(\sum_lp_l^2=0.404\); interference supplies the remaining 0.028. Averaged over incident energy with the weight \(T_0(E)\), the mean number of phonons left is \(1.28\times4/4.25=1.20\), close to the slow-passage value \(2g=1.28\) because \(\Gamma\) is a quarter of \(\omega\). At one incident energy the mean differs: it is about 0.6 at 3.72 mHa, 1.6 at 5.72 mHa and 2.4 at 7.72 mHa.

For \(k_BT_v=1\) mHa, or 316 K, the occupation is \(N=0.157\). A new sideband appears at 1.72 mHa with weight 0.045, because a vibration starting in \(|n\rangle\) with \(n\ge1\) can enter the displaced state \(n-1\). The label again does not count the phonons left behind: at this energy 43% of the transmission leaves fewer phonons than it found, 42% the same number and 15% more. Its ratio to the \(k=1\) weight is \(0.04485/0.33142=0.1353=e^{-2}\), as derived.

## Where the result fails

**Finite bands.** For a semi-infinite chain of half-width \(D\), the end-site Green function \(G_e\) obeys \(G_e=1/(E-D^2G_e/4)\). Choosing the outgoing root and setting the width to \(\Gamma\) at the band centre gives

\[
\Sigma(E_m)=\frac{\Gamma}{2}\left(x_m-i\sqrt{1-x_m^2}\right),\qquad x_m=E_m/D,\quad |x_m|<1.
\]

The leading correction is a level shift of order \(1/D\) that depends on the channel. Direct matching of waves on two such chains shows this scaling: the largest deviation in \(T_0\) over the energies sampled falls from \(1.8\times10^{-4}\) to \(1.8\times10^{-5}\) when \(D\) rises from 4000 to 40000 mHa.

With \(D=8\) mHa the area is 0.579 mHa without coupling and 0.539 mHa with it, a fall of 7%. An estimate explains most of this. For an isolated line the entry width is \(p_l\Gamma_L\sqrt{1-(\varepsilon_l/D)^2}\), and a fraction \(\Gamma_R/\Gamma\) of the decay goes right. The wide-band area is thus multiplied by \(\sum_lp_l\sqrt{1-(\varepsilon_l/D)^2}\), over lines inside the band. This factor is 0.78 without coupling and 0.73 with it, a fall of 6%. The estimate neglects line overlap, level shifts and the variation of the widths across a line.

**Filled leads.** With a Fermi sea, final states may be blocked and other electrons can occupy the level while the vibration is still moving. With \(\lambda\ne0\), the one-electron equations above are then no longer sufficient. The formula describes electrons injected into nearly empty leads with incoming and outgoing energies far from the band edges, not carriers near the bottom of a band, and inserting it into a current formula with Fermi factors needs a separate justification.

**Repeated passages.** Each electron here meets a vibration in the stated initial state. That requires the vibration to relax between electrons, yet to be damped little during one dwell time of order \(1/\Gamma\). Without relaxation between electrons, the phonons left by one can alter the passage of the next.

The numerical output also gives the \(l=3\) sideband and the comparison with wave matching at the peaks it lists.

## Calculated quantities

```
Inputs (mHa): e0=5.0, w=2.0, lam=1.6, GL=0.2, GR=0.3, kT=1.0
Total width G = 0.500 mHa; g = 0.6400
w = 54.42 meV
Polaron shift g*w = 1.2800 mHa; first peak 3.7200 mHa
Weighted mean sideband position = 5.000000 mHa
Peak transmission without coupling = 0.9600
Ground-state vibration, at each sideband centre:
 l  E(mHa)  weight  T formula  T matched  elastic  inelastic
 0  3.720  0.52729  0.51163  0.51163  0.27501  0.23662
 1  5.720  0.33747  0.33344  0.33345  0.11822  0.21523
 2  7.720  0.10799  0.11098  0.11098  0.01771  0.09327
 3  9.720  0.02304  0.02591  0.02591  0.00368  0.02222
 4  11.720  0.00369  0.00534  0.00534  0.00157  0.00378
Largest deviation of T, matching minus formula:
 band half-width 4000 mHa: 1.80e-04
 band half-width 40000 mHa: 1.80e-05
Integrated T, formula = 0.753982 mHa = 20.517 meV
 quadrature, lam=0.0 mHa: 0.753982 mHa; elastic part 0.753982 mHa
 quadrature, lam=1.6 mHa: 0.753982 mHa; elastic part 0.325615 mHa
 quadrature, lam=4.0 mHa: 0.753982 mHa; elastic part 0.123878 mHa
Share of integrated T leaving m phonons (lam=1.6 mHa):
 m=0: 0.43186
 m=1: 0.23453
 m=2: 0.15883
 m=3: 0.09480
 m=4: 0.04797
Mean phonons left: quadrature 1.20471, formula 1.20471
Temperature = 315.8 K; mean occupation N = 0.15652
Thermal vibration, at each sideband centre:
 k  E(mHa)  weight  T formula  T matched
 -1  1.720  0.04485  0.05142  0.05142
 0  3.720  0.46416  0.45167  0.45166
 1  5.720  0.33142  0.32710  0.32710
 2  7.720  0.12117  0.12348  0.12349
Narrow band, half-width 8.0 mHa, integrated T:
 lam=0: 0.57878 mHa; lam=1.6: 0.53928 mHa
```
